# Uniform Background and Moment-Free One-Centre Charges in Charged PAW Cells

## A point charge inside a shell

Place a point charge $q$ at the centre of a thin spherical shell of radius $a$ carrying charge $-q$. Hartree atomic units are used, and positive charge is counted positive. The potential of this object is

$$\phi(r)=q\left(\frac1r-\frac1a\right)\quad(r<a),\qquad \phi(r)=0\quad(r>a).$$

No multipole moment is visible from outside. A uniform charge density $b$ that fills all space, including the inside of the shell, nevertheless interacts with the object:

$$b\int\phi\,d^3r=4\pi bq\int_0^a\left(r-\frac{r^2}{a}\right)dr=4\pi bq\left(\frac{a^2}{2}-\frac{a^2}{3}\right)=\frac{2\pi}{3}\,b\,q\,a^2 .$$

The second radial moment of the object is $M=\int r^2\Delta\,d^3r=-qa^2$, since the point charge sits at $r=0$. The interaction is therefore $-(2\pi/3)bM$. If $b=-Q/\Omega$ neutralizes a net charge $Q$ in a cell of volume $\Omega$, the energy is $2\pi QM/(3\Omega)$. For $Q,q>0$ it is negative, because the positive centre lies in a negative background and the shell screens it only from outside.

In the projector augmented-wave (PAW) method, the difference between the full charge and the compensated smooth charge is an object of this kind.

## Assumptions and theorem

Let $\rho$ be the full charge density of nuclei and electrons, with cell charge $Q$, and let $\tilde\rho$ be the smooth charge, including compensation charges. Assume the following.

1. The augmentation spheres do not overlap each other or their periodic images.
2. $\rho=\tilde\rho+\sum_a\Delta^a$, where $\Delta^a$ lies inside sphere $a$ and all its multipole moments vanish.
3. Inside sphere $a$, the one-centre expansions reproduce the charges: $\rho=\rho^a$, $\tilde\rho=\tilde\rho^a$ and $\Delta^a=\rho^a-\tilde\rho^a$.
4. The background $b=-Q/\Omega$ is rigid and uniform, and enters only the Coulomb energy.

With $f(\mathbf G)=\int_\Omega e^{-i\mathbf G\cdot\mathbf r}f(\mathbf r)\,d^3r$, define the periodic Coulomb product

$$(f|g)_p=\frac1\Omega\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}f(\mathbf G)^*g(\mathbf G).$$

The product $(f|g)$ without subscript is the ordinary Coulomb integral of isolated charges. For one-centre charges it is restricted to the sphere. The infinite self-energy of a point nucleus is a constant and is dropped.

**Theorem.** The electrostatic energy of the charge and its background is

$$E=\tfrac12(\tilde\rho|\tilde\rho)_p+\tfrac12\sum_a\left[(\rho^a|\rho^a)-(\tilde\rho^a|\tilde\rho^a)\right]+E_b,$$

$$E_b=\frac{2\pi Q}{3\Omega}M,\qquad M=\sum_a M^a,\qquad M^a=\int r^2\Delta^a\,d^3r,$$

where $r$ is measured from the centre of sphere $a$.

## Two lemmas

**Lemma 1.** The isolated potential $\phi^a$ of $\Delta^a$ vanishes outside its sphere, and $\int\phi^a\,d^3r=-(2\pi/3)M^a$.

*Proof.* Outside the sphere, every term of the multipole expansion is proportional to a moment of $\Delta^a$, so $\phi^a=0$. Integrate Green's identity over a slightly larger ball. Both $\phi^a$ and its gradient vanish on the surface, hence

$$\int\left(\phi^a\nabla^2r^2-r^2\nabla^2\phi^a\right)d^3r=0.$$

Insert $\nabla^2r^2=6$ and $\nabla^2\phi^a=-4\pi\Delta^a$:

$$6\int\phi^a\,d^3r+4\pi\int r^2\Delta^a\,d^3r=0.$$

Division by 6 gives the claim. For a point nucleus, first exclude a ball of radius $\epsilon$. There $\phi^a\sim1/\epsilon$ and $|\nabla\phi^a|\sim1/\epsilon^2$, so both surface terms are of order $\epsilon^2$ and vanish. $\square$

Since $r^2$ is isotropic, only the spherical part of $\Delta^a$ contributes to $M^a$.

**Lemma 2.** For a periodic charge $f$ with zero cell charge, $(\Delta^a|f)_p=\int\phi^a f\,d^3r$.

*Proof.* The lattice sum $\Phi^a$ of the potentials $\phi^a$ is periodic and solves Poisson's equation for the repeated $\Delta^a$. The potential without its $\mathbf G=0$ component solves the same equation. The two differ by a constant, which is the cell average $\bar\phi^a=\Omega^{-1}\int\phi^a\,d^3r$. Thus

$$(\Delta^a|f)_p=\int_\Omega\Phi^af\,d^3r-\bar\phi^a\int_\Omega f\,d^3r .$$

The last integral is zero by assumption. $\square$

## Proof of the theorem

A constant density has no component at $\mathbf G\ne0$, so the energy without $\mathbf G=0$ is already that of the neutralized system:

$$E=\tfrac12(\rho|\rho)_p=\tfrac12(\rho+b|\rho+b)_p.$$

Insert $\rho+b=(\tilde\rho+b)+\sum_a\Delta^a$:

$$E=\tfrac12(\tilde\rho+b|\tilde\rho+b)_p+\sum_a(\Delta^a|\tilde\rho+b)_p+\tfrac12\sum_{ac}(\Delta^a|\Delta^c)_p.$$

The first term equals $\frac12(\tilde\rho|\tilde\rho)_p$. Each $\Delta^a$ is neutral, so $\tilde\rho$ also carries the charge $Q$, and $\tilde\rho+b$ is neutral. Lemma 2 therefore applies to the second term:

$$(\Delta^a|\tilde\rho+b)_p=(\Delta^a|\tilde\rho^a)+b\int\phi^a\,d^3r.$$

It also applies to the third. There the terms with $a\ne c$ vanish because $\phi^a$ is zero in the other spheres, leaving $\frac12\sum_a(\Delta^a|\Delta^a)$. Expanding $\rho^a=\tilde\rho^a+\Delta^a$ gives

$$\tfrac12(\rho^a|\rho^a)-\tfrac12(\tilde\rho^a|\tilde\rho^a)=(\Delta^a|\tilde\rho^a)+\tfrac12(\Delta^a|\Delta^a),$$

which is the one-centre bracket. What remains is, by Lemma 1,

$$b\sum_a\int\phi^a\,d^3r=\left(-\frac Q\Omega\right)\left(-\frac{2\pi}{3}M\right)=\frac{2\pi QM}{3\Omega}.\qquad\square$$

**Remark on double counting.** One may instead add $b$ to both $\rho^a$ and $\tilde\rho^a$ inside the spheres. The bracket then gains $(b|\Delta^a)=b\int\phi^a\,d^3r$, which is the same term. In that formulation $E_b$ must not be added again.

**Remark on validity.** If a multipole moment of $\Delta^a$ survives, its potential leaves the sphere. The first statement of Lemma 1 then fails, and the terms between different sites no longer vanish in general. Overlapping spheres introduce cross terms. For a non-uniform background, $\int b\,\phi^a\,d^3r$ must be evaluated as it stands, since the second moment is then insufficient in general.

## Moments in the PAW basis

Let $\phi_i$ and $\tilde\phi_i$ be real full and smooth partial waves, and $\rho_{ij}$ the symmetric occupation matrix of a site. Suppose the ion core, made of nucleus and frozen core electrons, has charge $Z$ and second moment $t_c$, with no smooth core density. Define, over the sphere,

$$s_{ij}=\int(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,d^3r,\qquad t_{ij}=\int r^2(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,d^3r .$$

The compensation monopole is $q_0g(r)$, with $\int g\,d^3r=1$ and $s_2=\int r^2g\,d^3r$. Electrons are negative, so neutrality of $\Delta^a$ requires $q_0=Z-\sum_{ij}\rho_{ij}s_{ij}$. The second moment is then

$$M^a=t_c-\sum_{ij}\rho_{ij}t_{ij}-s_2\left(Z-\sum_{ij}\rho_{ij}s_{ij}\right)=M_c-\sum_{ij}\rho_{ij}m_{ij},$$

$$M_c=t_c-s_2Z,\qquad m_{ij}=t_{ij}-s_2s_{ij}.$$

**Corollary 1 (Hamiltonian).** The background adds to the PAW Hamiltonian

$$H_b=\sum_{a,ij}|\tilde p_i\rangle D^b_{ij}\langle\tilde p_j|+v_0S,\qquad D^b_{ij}=-\frac{2\pi Q}{3\Omega}m_{ij},\qquad v_0=-\frac{2\pi M}{3\Omega},$$

where $\tilde p_i$ are the projectors and $S=1+\sum_{a,ij}|\tilde p_i\rangle s_{ij}\langle\tilde p_j|$ is the overlap operator.

*Proof.* The electron number is $N=\sum_nf_n\langle\tilde\psi_n|S|\tilde\psi_n\rangle$, and $Q$ equals the total core charge minus $N$. For any variation,

$$\delta E_b=\frac{2\pi}{3\Omega}(Q\,\delta M+M\,\delta Q)=-\frac{2\pi}{3\Omega}\left(Q\sum_{a,ij}m_{ij}\,\delta\rho_{ij}+M\,\delta N\right).$$

The coefficient of $\delta\rho_{ij}$ is $D^b_{ij}$. The coefficient of $\delta N$ is $v_0$, and varying $N$ with respect to $\langle\tilde\psi_n|$ gives $f_nS|\tilde\psi_n\rangle$. $\square$

At fixed electron number, the term $v_0S$ leaves the orbitals unchanged: if $H|\tilde\psi\rangle=\varepsilon S|\tilde\psi\rangle$, then $(H+v_0S)|\tilde\psi\rangle=(\varepsilon+v_0)S|\tilde\psi\rangle$. If $M\ne0$, it does move every eigenvalue, even at $Q=0$. Its meaning is a choice of zero. If the smooth potential has zero mean, the full potential has mean $\sum_a\bar\phi^a=-2\pi M/(3\Omega)$. Subtracting this mean raises the energy of an electron, whose charge is $-1$, by the same amount, which is $v_0$.

**Corollary 2 (pressure).** At fixed $\rho_{ij}$ and fixed electron number, the background contributes

$$P_b=-\frac{\partial E_b}{\partial\Omega}=\frac{2\pi QM}{3\Omega^2}=\frac{E_b}{\Omega}.$$

*Relaxed orbitals.* Let $c_n$ be the orbital coefficients, with $Hc_n=\varepsilon_nSc_n$ and $c_n^\dagger Sc_n=1$, at fixed occupations $f_n$. A change of coefficients alters the energy by

$$\sum_nf_n\,2\,\mathrm{Re}(dc_n^\dagger Hc_n)=\sum_nf_n\varepsilon_n\,2\,\mathrm{Re}(dc_n^\dagger Sc_n)=-\sum_nf_n\varepsilon_n\,c_n^\dagger(dS)c_n,$$

where the last step differentiates the normalization. In a basis whose overlap does not depend on $\Omega$, this vanishes, and the relaxed pressure equals the explicit one.

In a plane-wave basis at fixed coefficients, the projections, and hence $\rho_{ij}$ and $S$, change with volume. The background part of $\partial E/\partial\Omega$ is then

$$-\frac{E_b}\Omega+\sum_{a,ij}D^b_{ij}\frac{\partial\rho_{ij}}{\partial\Omega}+v_0\sum_nf_n\,c_n^\dagger\frac{\partial S}{\partial\Omega}c_n .$$

The part $v_0$ of each $\varepsilon_n$ in the constraint term cancels the last sum. What remains is $E_b/\Omega$ in the pressure, together with $D^b_{ij}$ in the usual non-local term.

## Two large-cell limits

For one ion in a growing empty cell, $M$ tends to a constant. Both $E_b$ and $v_0$ then fall as $1/\Omega$, and $P_b$ as $1/\Omega^2$.

A charged defect in a growing supercell of a solid behaves differently. If the host has volume $v$ and moment $\bar M$ per atom, then $M\simeq(\Omega/v)\bar M$ to leading order, and

$$E_b\to\frac{2\pi Q\bar M}{3v}=-Qv_0,\qquad P_b\to-\frac{Qv_0}{\Omega}.$$

The energy does not vanish with cell size. In a defect formation energy, the $Q$ removed electrons go to a reservoir at a host level $\varepsilon$, which adds $Q\varepsilon$. That level contains $v_0$, so the leading contributions cancel: $-Qv_0+Qv_0=0$. The cancellation requires the same convention in both places. Including only one leaves an error of magnitude $|Qv_0|$.

## A model ion

The example is a model ion in a cubic cell of side 8 bohr, $\Omega=512$ bohr³. A smeared core of charge 3 and radius 0.9 bohr holds two electrons in one orbital. The energy is kinetic plus Hartree, including the electrons' self-interaction and the positive self-energy of the core; exchange and correlation are left out. The core self-energy, 8.313 Ha in this cell, makes the total positive; the remaining terms sum to $-2.154$ Ha. The total is not a binding energy.

The smooth radial functions are proportional to $e^{-r^2/2}$, $r^2e^{-r^2/2}$ and $re^{-r^2/2}$ for the first s function, the second s function and the p function, numbered 1, 2 and 3. To these functions, taken with unit prefactor, the full functions add $A\,r^\ell(1-r^2/r_c^2)^4$ inside the sphere radius $r_c=1.8$ bohr, with $A=1$, $-0.6$ and $0.8$ in the same order. Each full function is then normalized, and its smooth partner is divided by the same factor. The core and the compensation monopole are both proportional to $(1-r^2/R^2)^4$ inside their radius $R$, so their second moment per unit charge is $3R^2/13$. The compensation radius is 1.5 bohr. Overlap, kinetic energy and orbital products are taken for a single site; the overlap of the basis functions with their periodic images is left out of the model.

The moments follow from

$$M_c=0.56077-3(0.51923)=-0.99692\ e\,\mathrm{bohr}^2,$$

$$m_{11}=0.281565-0.519231(0.472645)=0.03615\ \mathrm{bohr}^2.$$

The converged occupations are $\rho_{11}=1.83908$, $\rho_{12}=0.14061$ and $\rho_{22}=0.01075$. With the overlap $S_{12}=0.53400$ they give the electron number

$$1.83908+2(0.14061)(0.53400)+0.01075=2.0000,$$

so $Q=1$. With $m_{12}=0.02981$ and $m_{22}=-0.03303$ bohr²,

$$M=-0.99692-\left[0.06649+0.00838-0.00036\right]=-1.0714\ e\,\mathrm{bohr}^2.$$

The core with its compensation charge dominates $M$. The energy and pressure are

$$E_b=\frac{2\pi}{3(512)}(-1.0714)=-4.383\times10^{-3}\ \mathrm{Ha}=-0.119\ \mathrm{eV},$$

$$P_b=\frac{E_b}{512}=-8.56\times10^{-6}\ \mathrm{Ha/bohr^3}=-0.252\ \mathrm{GPa}.$$

The explicit smooth pressure is $-1.2174\times10^{-4}$ Ha/bohr³. Adding $P_b$ gives $-1.3030\times10^{-4}$ Ha/bohr³, or $-3.83$ GPa, in agreement with the volume derivative of the relaxed full-charge energy. The background term is 6.6% of this total. With image overlap left out, the overlap matrix does not change with volume, so the test covers the first relaxed case of Corollary 2, not the plane-wave case. Including the image overlap would lower the total energy by about $1.5\times10^{-5}$ Ha and move the total pressure by about $-2.7\times10^{-7}$ Ha/bohr³, to $-3.84$ GPa.

**Dependence on the compensation shape.** $E_b$ alone is not a physical quantity. For the shape used here, $s_2$ scales as the square of the compensation radius. Reducing the radius to 1.2 bohr lowers $s_2$ from 0.51923 to $0.64(0.51923)=0.33231$ bohr². The compensation charge, from the printed $s_{ij}$, is $q_0=2.1435$. Hence $M$ rises by $2.1435(0.18692)=0.4007$ to $-0.6708$ $e$ bohr², and $E_b$ becomes $-2.744\times10^{-3}$ Ha. At the same $\rho_{ij}$, the energies in hartree are:

| Radius (bohr) | Without $E_b$ | With $E_b$ |
|---|---:|---:|
| 1.5 | 6.16327 | 6.15888 |
| 1.2 | 6.16163 | 6.15888 |

Without the background term, the energy depends on an auxiliary choice by 1.6 mHa. With it, the tested difference disappears within the numerical tolerance.

**Eigenvalues.** For $Q=1$, the PAW level including $v_0=4.383\times10^{-3}$ Ha is $-0.50040$ Ha, equal to the numerical $dE/dN$ to the digits shown. The neutral cell serves as a formal test: all three electrons are put in the same orbital, which the Pauli principle forbids for real electrons, but the derivative identity holds for any occupation. Here $E_b=0$ but $v_0=4.535\times10^{-3}$ Ha. The level is $-0.06661$ Ha, again equal to $dE/dN$; without $v_0$ it would be $-0.07114$ Ha.

**Check of the decomposition.** The theorem was also tested for every pair of charge components, including dipolar and quadrupolar ones, by comparing reciprocal-space sums of the full charge with the PAW expression. At sides of 8, 10 and 12 bohr the largest discrepancy is about $3\times10^{-9}$ Ha. The largest missing matrix element falls from $2.4468\times10^{-2}$ to $1.2528\times10^{-2}$ Ha between the first two sides. The ratio 1.953 equals $(10/8)^3$, as the $1/\Omega$ law requires. The remaining values are in the numerical output.

## Computed values

```
Cell side: 8.0 bohr; volume: 512.0 bohr^3
Core charge: 3.0 e; electrons: 2.0
Core radius: 0.9 bohr
Sphere radius: 1.8 bohr; compensation: 1.5 bohr
Smooth Gaussian exponent: 0.5 bohr^-2
Bump amplitudes before normalization (s1, s2, p): [ 1.  -0.6  0.8]
r^2 moment of unit compensation shape: 0.519231 bohr^2
r^2 moment of ion core: 0.560769 e bohr^2
Compensated core moment M_c: -0.996923 e bohr^2
s1s1: S_ij = 1.000000, s_ij = 0.472645
s1s1: t_ij = 0.281565, m_ij = 0.036154 bohr^2
s1s1: occupation rho_ij = 1.839084, moment D_ij = -1.4789e-04 Ha
s1s2: S_ij = 0.533997, s_ij = -0.043165
s1s2: t_ij = 0.007394, m_ij = 0.029807 bohr^2
s1s2: occupation rho_ij = 0.140606, moment D_ij = -1.2193e-04 Ha
s2s2: S_ij = 1.000000, s_ij = -0.052789
s2s2: t_ij = -0.060436, m_ij = -0.033026 bohr^2
s2s2: occupation rho_ij = 0.010750, moment D_ij = 1.3510e-04 Ha
pp: S_ij = 1.000000, s_ij = 0.215387
pp: t_ij = 0.196895, m_ij = 0.085060 bohr^2
pp: occupation rho_ij = 0.000000, moment D_ij = -3.4795e-04 Ha
Net charge Q: 1.000000 e
One-centre moment M: -1.071440 e bohr^2
Integral of one-centre potential: 2.244018 Ha bohr^3/e
Constant multiplying overlap: 4.382848e-03 Ha
Background energy E_b: -4.382848e-03 Ha = -0.11926 eV
Full-charge total energy: 6.1588842 Ha
PAW energy without E_b, radius 1.5 bohr: 6.1632670 Ha
PAW energy without E_b, radius 1.2 bohr: 6.1616281 Ha
M and E_b at radius 1.2 bohr: -0.670775 e bohr^2, -2.743883e-03 Ha
PAW energy with E_b, radius 1.5 bohr: 6.1588842 Ha
PAW energy with E_b, radius 1.2 bohr: 6.1588842 Ha
Side 8 bohr: largest missing matrix element 2.446818e-02 Ha, error 3.0e-09 Ha
Side 10 bohr: largest missing matrix element 1.252771e-02 Ha, error 2.9e-09 Ha
Side 12 bohr: largest missing matrix element 7.249832e-03 Ha, error 2.9e-09 Ha
Q = 1.0 e: dE/dN = -0.500396 Ha, PAW level = -0.500396 Ha
Q = 1.0 e: overlap shift in level = 4.382848e-03 Ha
Q = 0.0 e: dE/dN = -0.066611 Ha, PAW level = -0.066610 Ha
Q = 0.0 e: overlap shift in level = 4.534502e-03 Ha
Smooth pressure at fixed rho_ij: -1.217393e-04 Ha/bohr^3
Background pressure E_b/Omega: -8.560250e-06 Ha/bohr^3 = -0.25185 GPa
Sum of explicit pressures: -1.302995e-04 Ha/bohr^3
Relaxed full-charge pressure: -1.302995e-04 Ha/bohr^3 = -3.83354 GPa
```
